# Sign of the four-gamma trace with γ₅: conventions and consequences, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I have written down \(\mathrm{tr}(\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma\gamma_5)=-4i\,\epsilon^{\mu\nu\rho\sigma}\), together with \(\epsilon^{0123}=-1\) and \(\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3\). I would like to see it derived, sign included. What has to be fixed first?

**A.** Four choices, and it is best to keep each as a symbol. Take four \(4\times4\) matrices obeying
\[
\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2\kappa\,\eta^{\mu\nu}\,\mathbb 1 ,\qquad \kappa=\pm1 ,
\]
where \(\eta\) is either \(\mathrm{diag}(+,-,-,-)\) or \(\mathrm{diag}(-,+,+,+)\). These are the first two choices. Define
\[
\Gamma=\gamma^0\gamma^1\gamma^2\gamma^3,\qquad \gamma_5=s\,i\,\Gamma,\qquad \epsilon^{\mu\nu\rho\sigma}=e\,[\mu\nu\rho\sigma],
\]
with \(s=\pm1\) and \(e=\pm1\). The permutation symbol \([\mu\nu\rho\sigma]\) is \(+1\) for an even permutation of \(0123\), \(-1\) for an odd one, and \(0\) if an index repeats, so \(e=\epsilon^{0123}\). Your conventions are \(s=+1\), \(e=-1\). The object to be found is
\[
T^{\mu\nu\rho\sigma}=\mathrm{tr}(\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma\gamma_5).
\]
Two facts follow from the algebra. Different gammas anticommute, because \(\eta\) is diagonal. And \((\gamma^\mu)^2=\kappa\eta^{\mu\mu}\mathbb 1\) (no sum), so each gamma is invertible. No explicit matrices are needed.

**Q.** What properties of \(\gamma_5\) does the trace rest on?

**A.** Two. First, \(\Gamma\) anticommutes with each \(\gamma^\mu\). Moving \(\gamma^\mu\) through the four factors of \(\Gamma\) costs \(-1\) for each of the three factors that differ from it and nothing for the factor equal to it, so \(\gamma^\mu\Gamma=(-1)^3\Gamma\gamma^\mu\). The same holds for \(\gamma_5\).

Second, the square. In \(\Gamma^2=\gamma^0\gamma^1\gamma^2\gamma^3\gamma^0\gamma^1\gamma^2\gamma^3\), move the second \(\gamma^0\) to the left past \(\gamma^3,\gamma^2,\gamma^1\) (three signs), then the second \(\gamma^1\) past \(\gamma^3,\gamma^2\) (two signs), then the second \(\gamma^2\) past \(\gamma^3\) (one sign):
\[
\Gamma^2=(-1)^{3+2+1}(\gamma^0)^2(\gamma^1)^2(\gamma^2)^2(\gamma^3)^2=\kappa^4\,\eta^{00}\eta^{11}\eta^{22}\eta^{33}\,\mathbb 1=-\mathbb 1 .
\]
The product of the diagonal entries is \(-1\) in both signatures, since either three entries or one entry are negative, and \(\kappa^4=1\). Hence \(\gamma_5^2=s^2i^2\Gamma^2=+\mathbb 1\). The requirement \(\gamma_5^2=\mathbb 1\) fixes the factor \(i\) and leaves \(s\) free.

**Q.** Why should the trace be proportional to the Levi-Civita tensor at all? Swapping two gammas produces an extra term with the metric.

**A.** It does, and that term has to be shown to vanish. Use this lemma: if an invertible matrix \(X\) anticommutes with \(M\), then \(\mathrm{tr}\,M=0\). Indeed \(XMX^{-1}=-MXX^{-1}=-M\), while cyclicity of the trace gives \(\mathrm{tr}(XMX^{-1})=\mathrm{tr}\,M\), so \(\mathrm{tr}\,M=-\mathrm{tr}\,M\).

With \(M=\gamma_5\) and \(X=\gamma^0\) the lemma gives \(\mathrm{tr}\,\gamma_5=0\). Next take \(M=\gamma^\mu\gamma^\nu\gamma_5\). If \(\mu=\nu\), then \(M=\kappa\eta^{\mu\mu}\gamma_5\), which is traceless. If \(\mu\neq\nu\), choose an index \(\alpha\) different from both. Then \(X=\gamma^\alpha\) anticommutes with each of the three factors of \(M\), hence with \(M\), since \((-1)^3=-1\). So
\[
\mathrm{tr}(\gamma^\mu\gamma^\nu\gamma_5)=0\quad\text{for all }\mu,\nu .
\]
Now apply the anticommutator to each neighbouring pair in \(T\):
\[
\begin{aligned}
T^{\mu\nu\rho\sigma}+T^{\nu\mu\rho\sigma}&=2\kappa\eta^{\mu\nu}\,\mathrm{tr}(\gamma^\rho\gamma^\sigma\gamma_5)=0,\\
T^{\mu\nu\rho\sigma}+T^{\mu\rho\nu\sigma}&=2\kappa\eta^{\nu\rho}\,\mathrm{tr}(\gamma^\mu\gamma^\sigma\gamma_5)=0,\\
T^{\mu\nu\rho\sigma}+T^{\mu\nu\sigma\rho}&=2\kappa\eta^{\rho\sigma}\,\mathrm{tr}(\gamma^\mu\gamma^\nu\gamma_5)=0.
\end{aligned}
\]
Every swap of neighbouring indices therefore changes the sign of \(T\). If two indices are equal, bring them next to each other by such swaps; swapping them then changes nothing and also changes the sign, so the component is zero. If all four differ, sort them into the order \(0123\) by neighbouring swaps; the parity of the number of swaps is the parity of the permutation. Both cases together read
\[
T^{\mu\nu\rho\sigma}=T^{0123}\,[\mu\nu\rho\sigma].
\]

**Q.** Then one number remains. What is it?

**A.** For the indices \(0123\) the four gammas form \(\Gamma\) itself:
\[
T^{0123}=\mathrm{tr}(\Gamma\gamma_5)=s\,i\,\mathrm{tr}(\Gamma^2)=s\,i\,(-4)=-4is .
\]
Since \(e^2=1\), the definition of \(\epsilon\) can be inverted as \([\mu\nu\rho\sigma]=e\,\epsilon^{\mu\nu\rho\sigma}\), and
\[
\mathrm{tr}(\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma\gamma_5)=-4is\,[\mu\nu\rho\sigma]=C\,\epsilon^{\mu\nu\rho\sigma},\qquad C=-4i\,s\,e .
\]

**Q.** With \(s=+1\) and \(e=-1\) that gives \(C=+4i\). It contradicts the formula I started from.

**A.** It does, and the three statements you wrote down cannot hold together. Test them on one component. From \(\gamma_5=i\Gamma\) follows \(\Gamma=-i\gamma_5\), so \(T^{0123}=-i\,\mathrm{tr}(\gamma_5^2)=-4i\). Your right-hand side is \(-4i\,\epsilon^{0123}=-4i\,(-1)=+4i\). The true statements are these. For \(\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3\) and \(\epsilon^{0123}=-1\) the trace is \(+4i\,\epsilon^{\mu\nu\rho\sigma}\). The form \(-4i\,\epsilon^{\mu\nu\rho\sigma}\) holds exactly when \(se=+1\): either \(\gamma_5=+i\Gamma\) with \(\epsilon^{0123}=+1\), or \(\gamma_5=-i\Gamma\) with \(\epsilon^{0123}=-1\).

**Q.** Could another representation of the matrices, or the other metric signature, rescue the sign?

**A.** Neither can. The derivation used only the anticommutator, cyclicity and \(\mathrm{tr}\,\mathbb 1=4\), so it holds for every set of \(4\times4\) matrices obeying the algebra. The signature and \(\kappa\) entered only through \(\Gamma^2=-\mathbb 1\), which came out the same in all four cases. This can be seen directly: replacing every \(\gamma^\mu\) by \(-i\gamma^\mu\) reverses the sign of \(\kappa\eta^{\mu\nu}\) and multiplies \(\Gamma\), and any product of four gammas, by \((-i)^4=1\). The numerical check multiplies explicit matrices in the Dirac, Weyl and Majorana representations and in a non-unitary one obtained by a random similarity transformation. It tests all \(4^4\) components of the formula for every combination of signature, \(\kappa\), \(s\) and \(e\), and it tests that \(-4i\,\epsilon\) fails for \(s=+1\), \(e=-1\).

**Q.** Perhaps the position of the indices is the culprit. What happens when they are lowered?

**A.** Lower them with \(\eta\). For a permutation of \(0123\) each diagonal entry of \(\eta\) is used once, so
\[
\epsilon_{\mu\nu\rho\sigma}=\eta_{00}\eta_{11}\eta_{22}\eta_{33}\,e\,[\mu\nu\rho\sigma]=-e\,[\mu\nu\rho\sigma],\qquad \epsilon_{0123}=-\epsilon^{0123}.
\]
The same four factors give \(\gamma_0\gamma_1\gamma_2\gamma_3=-\Gamma\) for \(\gamma_\mu=\eta_{\mu\nu}\gamma^\nu\). Lowering all indices on both sides of the trace formula is one linear operation applied to both sides, so the coefficient stays: \(T_{\mu\nu\rho\sigma}=C\,\epsilon_{\mu\nu\rho\sigma}\). The index position matters in the statement of the convention. The sentence "\(\epsilon_{0123}=-1\)" means \(e=+1\), and with \(s=+1\) it does lead to \(-4i\,\epsilon\). The sentence "\(\epsilon^{0123}=-1\)" means \(e=-1\). Likewise "\(\gamma_5=i\gamma_0\gamma_1\gamma_2\gamma_3\)" means \(s=-1\).

**Q.** One can also define \(\gamma_5\) through \(\epsilon\), without singling out the order \(0123\). How does that tie the two signs together?

**A.** Consider the sum \(\epsilon^{\mu\nu\rho\sigma}\gamma_\mu\gamma_\nu\gamma_\rho\gamma_\sigma\). Only the \(4!\) terms with distinct indices survive. In each, sorting the gammas gives \([\mu\nu\rho\sigma]\,\gamma_0\gamma_1\gamma_2\gamma_3\), and the symbol multiplies the one contained in \(\epsilon\) to give \(+1\). Therefore
\[
\frac1{4!}\,\epsilon^{\mu\nu\rho\sigma}\gamma_\mu\gamma_\nu\gamma_\rho\gamma_\sigma=e\,\gamma_0\gamma_1\gamma_2\gamma_3=-e\,\Gamma ,
\]
and multiplying by \(-ise\),
\[
\gamma_5=s\,i\,\Gamma=-\frac{i\,s\,e}{4!}\,\epsilon^{\mu\nu\rho\sigma}\gamma_\mu\gamma_\nu\gamma_\rho\gamma_\sigma .
\]
If one defines \(\gamma_5\) as \(-\frac{i}{4!}\epsilon^{\mu\nu\rho\sigma}\gamma_\mu\gamma_\nu\gamma_\rho\gamma_\sigma\), one has imposed \(se=+1\), and the trace is \(-4i\,\epsilon\) for either value of \(e\). For \(e=-1\) this definition yields \(\gamma_5=-i\Gamma\), so it cannot be set equal to \(+i\gamma^0\gamma^1\gamma^2\gamma^3\). For \(s=+1\), \(e=-1\) the prefactor must be \(+i/4!\).

**Q.** Does it matter where \(\gamma_5\) stands inside the trace?

**A.** Each gamma that \(\gamma_5\) passes on its way to the right end costs a sign. With \(n\) gammas to its left it must pass \(4-n\), so the trace is \((-1)^{n}T\). Thus \(\mathrm{tr}(\gamma_5\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma)\) and \(\mathrm{tr}(\gamma^\mu\gamma^\nu\gamma_5\gamma^\rho\gamma^\sigma)\) equal \(+T^{\mu\nu\rho\sigma}\), while \(\mathrm{tr}(\gamma^\mu\gamma_5\gamma^\nu\gamma^\rho\gamma^\sigma)\) and \(\mathrm{tr}(\gamma^\mu\gamma^\nu\gamma^\rho\gamma_5\gamma^\sigma)\) equal \(-T^{\mu\nu\rho\sigma}\).

**Q.** Can the result be laid out for several sets of conventions side by side?

**A.** The rule \(T^{0123}=-4is\), \(C=-4ise\), \(\epsilon_{0123}=-e\) gives the entries below, and the values computed from explicit matrices agree with them.

| set | \(\eta\), \(\kappa\) | \(s\), \(e\) | \(T^{0123}\) | \(C\) | \(\epsilon_{0123}\) |
|---|---|---|---|---|---|
| A | \(+---\), \(+\) | \(+,+\) | \(-4i\) | \(-4i\) | \(-1\) |
| B | \(+---\), \(+\) | \(+,-\) | \(-4i\) | \(+4i\) | \(+1\) |
| C | \(-+++\), \(+\) | \(-,+\) | \(+4i\) | \(+4i\) | \(-1\) |
| D | \(-+++\), \(-\) | \(+,+\) | \(-4i\) | \(-4i\) | \(-1\) |
| E | \(+---\), \(+\) | \(-,-\) | \(+4i\) | \(-4i\) | \(+1\) |

Going from A to B leaves the matrix trace untouched and flips only the name given to the symbol. Going from A to C flips the matrix \(\gamma_5\); the change of signature replaces \(\gamma^\mu\) by \(-i\gamma^\mu\), which leaves \(\Gamma\) unchanged and so contributes nothing. Set D has the same product \(\kappa\eta\) as A, hence the same matrices and the same trace. Set E is the one in which your formula holds with \(\epsilon^{0123}=-1\). To translate a formula between two sets with the same \(\eta\) and \(\kappa\), multiply each \(\gamma_5\) by the ratio of the values of \(s\) and each \(\epsilon\) by the ratio of the values of \(e\).

**Q.** With a Euclidean metric I expect no factor \(i\). Does the same reasoning produce that?

**A.** Start from matrices with \(\eta=(+,-,-,-)\), \(\kappa=+1\), and define \(\gamma^E_4=\gamma^0\), \(\gamma^E_j=f\,i\,\gamma^j\) with \(f=\pm1\). Then \((\gamma^E_j)^2=(fi)^2(-1)=+1\) and \(\{\gamma^E_a,\gamma^E_b\}=2\delta_{ab}\). Take \(\gamma_5^E=\gamma^E_1\gamma^E_2\gamma^E_3\gamma^E_4\). The six reordering signs again cancel, and the product of squares is now \(+1\), so \((\gamma^E_5)^2=+\mathbb 1\) without a factor \(i\). The proof of antisymmetry carries over word for word, and the component \(1234\) is \(\mathrm{tr}[(\gamma_5^E)^2]=4\):
\[
\mathrm{tr}(\gamma^E_a\gamma^E_b\gamma^E_c\gamma^E_d\gamma^E_5)=4\,[abcd],\qquad [1234]=+1 .
\]
The order of the factors in \(\gamma_5^E\) is itself a convention: \(\gamma^E_4\gamma^E_1\gamma^E_2\gamma^E_3\) also squares to \(+\mathbb 1\), but it is \(-\gamma_5^E\) and would give \(-4\,[abcd]\). With the order chosen here, the sign \(f\) affects only the relation with the Lorentzian matrix. Using \((fi)^3=-fi\) and \(\gamma^1\gamma^2\gamma^3\gamma^0=(-1)^3\Gamma\),
\[
\gamma^E_5=(-fi)(-\Gamma)=f\,i\,\Gamma .
\]
The printed ratio \(\gamma_5^E/(i\Gamma)\) is \(-1\) for \(f=-1\) and \(+1\) for \(f=+1\), while the trace is \(+4\) in both cases.

**Q.** \(T\) is a table of fixed numbers. In what sense is it a tensor, and what does parity do to it?

**A.** Let \(\Lambda\) obey \(\Lambda\eta\Lambda^{T}=\eta\), and put \(\gamma'^\mu=\Lambda^\mu{}_\alpha\gamma^\alpha\). Then \(\{\gamma'^\mu,\gamma'^\nu\}=2\kappa\Lambda^\mu{}_\alpha\Lambda^\nu{}_\beta\eta^{\alpha\beta}=2\kappa\eta^{\mu\nu}\), so the primed matrices obey the same algebra. By the sorting argument used above, \(\Gamma'=\frac1{4!}[\mu\nu\rho\sigma]\gamma'^\mu\gamma'^\nu\gamma'^\rho\gamma'^\sigma\), summed over all indices. The determinant identity \([\mu\nu\rho\sigma]\Lambda^\mu{}_\alpha\Lambda^\nu{}_\beta\Lambda^\rho{}_\gamma\Lambda^\sigma{}_\delta=\det\Lambda\,[\alpha\beta\gamma\delta]\) then gives
\[
\Gamma'=\det\Lambda\,\frac1{4!}[\alpha\beta\gamma\delta]\gamma^\alpha\gamma^\beta\gamma^\gamma\gamma^\delta=\det\Lambda\;\Gamma ,
\]
with \(\det\Lambda=\pm1\), from the determinant of \(\Lambda\eta\Lambda^T=\eta\). If \(\gamma_5'=si\Gamma'\) is rebuilt from the primed matrices, the derivation applies to them and \(T\) keeps its values. If the old \(\gamma_5=\det\Lambda\,\gamma_5'\) is kept, the trace is \(\det\Lambda\;T\). For \(\det\Lambda=+1\) the two readings agree and the numbers \(T^{\mu\nu\rho\sigma}\) are invariant. Under a space reflection they differ. With the old \(\gamma_5\) kept, \(T\) follows the ordinary tensor law, by linearity, and its components change sign. With \(\gamma_5\) rebuilt, the law contains an extra factor \(\det\Lambda\) and the components keep their values: \(T\) is then a pseudotensor, as \(\epsilon\) is when the same \(e\) is used in every frame. The choice of \(s\) or \(e\) is a choice of orientation of spacetime, and the product \(se\) records whether the two choices agree.

**Q.** Show me the formula at work on actual vectors.

**A.** Write \(\not{a}=\gamma^\mu a_\mu\). By linearity,
\[
\mathrm{tr}(\not{a}\,\not{b}\,\not{c}\,\not{d}\,\gamma_5)=-4is\,[\mu\nu\rho\sigma]\,a_\mu b_\nu c_\rho d_\sigma=-4is\,\det(a_\mu,b_\mu,c_\mu,d_\mu),
\]
where the determinant has the lower components as rows. That matrix is the matrix of upper components times \(\eta\), so the determinant is \(\det\eta=-1\) times the upper one, and the trace equals \(+4is\,\det(a^\mu,b^\mu,c^\mu,d^\mu)\). It measures the oriented four-volume spanned by the vectors and vanishes when they are linearly dependent.

Take the dimensionless vectors \(a^\mu=(3,1,0,2)\), \(b^\mu=(2,0,1,1)\), \(c^\mu=(1,1,1,0)\), \(d^\mu=(5,0,2,1)\) in signature \((+,-,-,-)\) with \(s=+1\). The upper determinant is \(+7\) and the lower one \(-7\). The contraction \(\epsilon^{\mu\nu\rho\sigma}a_\mu b_\nu c_\rho d_\sigma=e\cdot(-7)\) is \(-7\) for \(e=+1\) and \(+7\) for \(e=-1\). Multiplying out the matrices gives the trace \(+28i\). Set A reproduces it as \((-4i)(-7)=28i\), and set B as \((+4i)(+7)=28i\). The coefficient \(-4i\) used with \(e=-1\) would give the opposite sign.

**Q.** If the sign is a matter of convention, does a wrong one change any result? Two such traces are often multiplied together.

The trace is now fixed, sign included, as \(C\,\epsilon^{\mu\nu\rho\sigma}\) with \(C=-4i\,s\,e\), so that \(\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3\) with \(\epsilon^{0123}=-1\) gives \(+4i\,\epsilon^{\mu\nu\rho\sigma}\). It remains to see whether a wrong sign changes a product of two traces or a physical quantity linear in the trace, and under what conditions the formula itself fails.
